\section*{Lorentzian Electron-Phonon Rates Break Detailed Balance and Overheat Electrons in Wide Bands}

\section{What symmetry requires}

Let nondegenerate electrons exchange energy with phonons held at temperature $T$, with no applied field. Write the rate from energy $E$ into an interval $dE'$ as
\begin{equation}
C\sqrt{E'}\,K(\Delta)\,dE',\qquad \Delta=E'-E .
\label{rate}
\end{equation}
The factor $\sqrt{E'}$ is the density of final states in a parabolic band, $K$ has the dimension of inverse energy, and $C$ holds the coupling. Every term of the zero-field kinetic equation is proportional to $C$, so $C$ sets the pace and cannot affect the steady state. If $K$ contains a phonon energy $w$ and a width $\gamma$, and the band ends at $E_c$, dimensional analysis leaves
\begin{equation}
\langle E\rangle = kT\,\Phi\!\left(\frac{w}{kT},\frac{\gamma}{w},\frac{E_c}{w}\right).
\end{equation}

Equilibrium restricts $\Phi$ much further. Let $n(E)$ be the number of electrons per unit energy and $f=n/\sqrt E$ the occupation up to a constant. The net flow between two energies is
\begin{equation}
C\sqrt{EE'}\,\bigl[f(E)K(\Delta)-f(E')K(-\Delta)\bigr].
\label{flow}
\end{equation}
If the electron-phonon interaction energy is neglected, so that $E$ is the whole energy of the electron, equilibrium has $f\propto e^{-E/kT}$, and microscopic reversibility makes each such flow vanish. Therefore
\begin{equation}
\frac{K(\Delta)}{K(-\Delta)}=e^{-\Delta/kT}.
\label{db}
\end{equation}
With this condition, and provided $K$ links all energies, $\Phi=3/2$ for $E_c\gg kT$, whatever the width. Within a rate equation of this form, a steady state that depends on $\gamma$ signals a faulty kernel.

\section{The belief and its appeal}

For sharp energy conservation the kernel is
\begin{equation}
K_0=N\delta(\Delta-w)+(N+1)\delta(\Delta+w),\qquad N=\frac{1}{e^{w/kT}-1}.
\end{equation}
The first term is absorption, the second emission. States of finite lifetime do not conserve energy sharply, so it seems natural to replace $\delta$ by $L(x)=(\gamma/\pi)/(x^2+\gamma^2)$:
\begin{equation}
K_L=N L(\Delta-w)+(N+1)L(\Delta+w).
\label{KL}
\end{equation}
The belief is that this adds collisional broadening and nothing else. Much speaks for it: $L$ has unit area, tends to $\delta$ as $\gamma\to0$, and smooths the emission threshold. At $\Delta=w$ the ratio $K_L(\Delta)/K_L(-\Delta)$ is even nearly right when $\gamma$ is small, since $N/(N+1)=e^{-w/kT}$.

I test it on nondegenerate electrons with a constant matrix element, $|M|^2=\hbar D_k^2/(2\rho V\Omega)$, where $\Omega=w/\hbar$, $\rho$ is the mass density, $V$ the volume and $D_k$ the coupling. Spin is conserved and there is one final valley, with $V(2m)^{3/2}\sqrt{E'}/(4\pi^2\hbar^3)$ states per unit energy. The golden rule gives
\begin{align}
C&=\frac{2\pi}{\hbar}\,\frac{\hbar D_k^2}{2\rho V\Omega}\,
\frac{V(2m)^{3/2}}{4\pi^2\hbar^3}
=\frac{D_k^2(2m)^{3/2}}{4\pi\rho\,\Omega\hbar^3}
=\frac{D_k^2m^{3/2}}{\sqrt2\,\pi\rho\,\Omega\hbar^3}.
\end{align}

\section{The broken ratio}

Because $L$ is even, reversing $\Delta$ in \eqref{KL} gives $K_L(-\Delta)=NL(\Delta+w)+(N+1)L(\Delta-w)$. Dividing both kernels by $L(\Delta+w)$,
\begin{equation}
\frac{K_L(\Delta)}{K_L(-\Delta)}=\frac{Nr+N+1}{N+(N+1)r},\qquad
r=\frac{(\Delta+w)^2+\gamma^2}{(\Delta-w)^2+\gamma^2}.
\label{ratio}
\end{equation}
This is not a Boltzmann factor. Define the temperature $T_\Delta$ that a transfer $\Delta$ imitates by $kT_\Delta=-\Delta/\ln[K_L(\Delta)/K_L(-\Delta)]$. When $r=1+\epsilon$ with small $\epsilon$,
\begin{equation}
\ln\frac{2N+1+N\epsilon}{2N+1+(N+1)\epsilon}\simeq-\frac{\epsilon}{2N+1}.
\end{equation}
The two squares in $r$ differ by $4w\Delta$. Hence $\epsilon\simeq4w\Delta/(w^2+\gamma^2)$ for small $\Delta$ and $\epsilon\simeq4w/\Delta$ for large $\Delta$, so that
\begin{equation}
kT_\Delta\to\frac{(2N+1)(w^2+\gamma^2)}{4w}\ \ (\Delta\to0),\qquad
kT_\Delta\to\frac{(2N+1)\Delta^2}{4w}\ \ (\Delta\to\infty).
\label{limits}
\end{equation}

Take $T=300$ K ($kT=25.85$ meV), $w=62$ meV and $\gamma=4$ meV, so $N=0.100$. Small transfers imitate 217 K. Transfers of 31, 62, 124 and 310 meV imitate 225, 301, 895 and 5415 K. At 124 meV the kernel for the upward transfer is 0.200 of that for the downward one, where equilibrium demands 0.0083.

Perhaps some other distribution could balance all the flows. Consider the energies $E$, $E+w$ and $E+2w$. If \eqref{flow} vanished for each pair, multiplying the three conditions around the loop would cancel every $f$ and require
\begin{equation}
\frac{K(w)^2K(-2w)}{K(-w)^2K(2w)}=1 .
\end{equation}
The Lorentzian kernel gives $0.0919^2/0.2004\simeq0.042$. No distribution balances all pairs, so the steady state must carry circulating flows.

\section{Why a wide band overheats}

In a finite band $K_L$ connects all energies and the steady state is unique. Its hot part follows from a flux balance for $\gamma\ll w\ll E$. For $\Delta\gg w$ both Lorentzians have the same tail, $K_L\simeq(2N+1)\gamma/(\pi\Delta^2)$. Most electrons sit near the band bottom, so $\Delta\simeq E'$, and the rate per electron of being thrown above $E$ is
\begin{equation}
J=\frac{C(2N+1)\gamma}{\pi}\int_E^{E_c}\frac{dE'}{E'^{3/2}}
=\frac{2C(2N+1)\gamma}{\pi}\left(\frac1{\sqrt E}-\frac1{\sqrt{E_c}}\right).
\end{equation}
These electrons return by ordinary phonon emission. Their energy falls at the rate $Cw[(N+1)\sqrt{E-w}-N\sqrt{E+w}]\simeq Cw\sqrt E$. Setting $n(E)\,Cw\sqrt E=J$,
\begin{equation}
n(E)\simeq\frac{2(2N+1)\gamma}{\pi w}\,\frac{1-\sqrt{E/E_c}}{E}.
\label{tail}
\end{equation}
The tail is a power law with a cutoff at the band top, not a Boltzmann exponential. Its energy is
\begin{equation}
\int_0^{E_c}E\,n\,dE\simeq\frac{2(2N+1)\gamma}{\pi w}\left(E_c-\frac23E_c\right)
=\frac{2(2N+1)\gamma}{3\pi w}\,E_c .
\label{excess}
\end{equation}
Equation \eqref{tail} fails below about $w$, but the integrand is finite there, so setting the lower limit to zero adds at most a fraction of about $3w/E_c$, which is small when $E_c\gg w$. The excess energy thus grows in proportion to the band top, a quantity that a Maxwellian at 300 K does not notice. The exact equilibrium of coupled electrons and phonons does notice it, but more weakly. At second order in the coupling, high band states are admixed virtually with weight about $(\hbar C/2\pi)(2N+1)E^{-3/2}$. With the silicon-like $C$ of the last section this raises the mean band energy by 1.8, 3.0 and 4.8 meV for tops of 0.5, 1 and 2 eV, growing as $\sqrt{E_c}$, and no energy flows to the lattice. As $E_c\to\infty$ the number of electrons in \eqref{tail} diverges logarithmically, so at this order an unbounded band has no normalisable steady state.

For $E_c=1$ eV, \eqref{excess} predicts an excess of $2(1.2)(4)(1000)/(3\pi\times62)\simeq16$ meV. Solving the kinetic equation on a 1 meV grid gives $\langle E\rangle=56.6$ meV against $\tfrac32kT=38.8$ meV, an excess of 18 meV. The closeness is partly compensation: energies above $w$ contribute 13.9 meV according to \eqref{tail} and 18.7 meV in the solution, while the region below $w$ adds to the first and subtracts from the second. Halving the grid step moves the mean by 0.01 meV. Expressed as $2\langle E\rangle/3k$, the electrons are at 438 K in a 300 K lattice.

That figure measures energy and is not a true temperature. The slope of $\ln f$ corresponds to 328 K between 31 and 93 meV, but to 2079 K between 400 and 600 meV. The fraction of electrons above 0.5 eV is $7.2\times10^{-3}$; a Maxwellian has $2.0\times10^{-8}$. The virtual admixture of the coupled equilibrium, which is not a population of hot electrons, puts about $1.8\times10^{-3}$ of the weight in these band states, so a tail in the bare-state occupation does not by itself prove the fault. Equation \eqref{tail} gives $5.3\times10^{-3}$ for this fraction, about a quarter below the solution, so it serves as an estimate here.

With $\gamma=4$ meV held fixed, band tops of 0.5, 1 and 2 eV give 368, 438 and 573 K. As a test of \eqref{excess} in its own regime, with $\gamma=2$ meV and tops of 3 and 5 eV, the solved slope $d\langle E\rangle/dE_c$ is 0.0084 and the predicted one 0.0082.

\section{A narrow band cools}

Overheating is not the universal sign of the error. If the band is narrower than $w$, the hot transfers do not fit into it. With the other parameters unchanged and $E_c=50$ meV, the mean energy is 21.0 meV, below the Maxwellian value of 23.1 meV in the same band. This sign also depends on temperature: as $T\to0$ with $\gamma\ll w$, the first limit in \eqref{limits} tends to $w/4$, which exceeds $kT$, and even small transfers become too hot. At 150 K the same 50 meV band already has a mean energy 1.3 meV above the Maxwellian value.

\section{The same width without the fault}

Broadening itself is innocent. Replace the single phonon by a set of sharp oscillators of energy $x>0$ with weight $B(x)=L(x-w)-L(x+w)$, which is positive, and give each its own thermal occupation $N(x)=1/(e^{x/kT}-1)$:
\begin{equation}
K_{\rm th}(\Delta)=\int_0^\infty B(x)\bigl[N(x)\delta(\Delta-x)+(N(x)+1)\delta(\Delta+x)\bigr]dx .
\end{equation}
For $\Delta>0$ this is $B(\Delta)N(\Delta)$. For $\Delta<0$ it is $B(-\Delta)[N(-\Delta)+1]$. Since $B$ is odd and $N(-\Delta)+1=-N(\Delta)$, both cases read
\begin{equation}
K_{\rm th}(\Delta)=\frac{L(\Delta-w)-L(\Delta+w)}{e^{\Delta/kT}-1}.
\end{equation}
For $\Delta>0$ the ratio $K_{\rm th}(\Delta)/K_{\rm th}(-\Delta)$ is $N(\Delta)/[N(\Delta)+1]=e^{-\Delta/kT}$, as \eqref{db} demands. With the same $\gamma=4$ meV and $E_c=1$ eV, the solved steady state is the Maxwellian to rounding error, at 300 K.

The fault in \eqref{KL} is now plain: it transfers an energy $\Delta$ but keeps the occupation $N(w)$ of a different energy. Absorption takes the energy $\Delta$ from the phonons and emission gives them $-\Delta$. Putting $N(\Delta)$ in the first term of \eqref{KL} and $N(-\Delta)$ in the second, with $N(-\Delta)+1=-N(\Delta)$, turns $K_L$ into $K_{\rm th}$. The kernel $K_{\rm th}$ describes a thermal bath of broadened phonons. It is not a full theory of electron linewidth, which needs electron spectral functions or a kinetic equation with memory.

\section{Making the width small}

A smaller width reduces the heating. For $\gamma=8$, 4, 2 and 1 meV at $E_c=1$ eV, the equivalent temperatures are 581, 438, 371 and 338 K. With a single phonon energy, however, the limit is singular. The sharp kernel $K_0$ links $E$ to $E\pm w$ alone, so each ladder of energies spaced by $w$ keeps its own population. The Maxwellian is then one steady state among many; a 2 meV grid has 31 independent ones.

Any small $\gamma$ joins the ladders through the Lorentzian tails. All these joining rates are proportional to $\gamma$, so their balance does not depend on its size, and their ratios violate \eqref{db}. With tails of width $10^{-4}$ meV on a 1 meV grid, the steady state sits at 306 K, and half the summed absolute difference from the Maxwellian is 0.028. This small residue is not an artefact of the grid: steps of 2 and 0.5 meV change the temperature by less than 0.5 K. At this tail width, adding $K_{\rm th}$ with a weight of 5\% lets thermal transitions set the balance between the ladders and reduces the difference to $2\times10^{-5}$. What remains grows with the tail width, to about $2\times10^{-3}$ at $10^{-2}$ meV, so such an admixture does not repair $K_L$ at ordinary widths.

\section{Silicon-like numbers}

The parameters are rough values for electrons in silicon scattered by the 62 meV $g$-type intervalley phonon, the strongest in one common fitted parameter set though not in all: $m=0.32\,m_e$, $D_k=1.1\times10^9$ eV/cm and $\rho=2330$ kg/m$^3$. They give $C=5.41\times10^{11}\ \mathrm{s^{-1}\,meV^{-1/2}}$. At 100 meV the sharp rate is
\begin{equation}
C\bigl[0.1\sqrt{162}+1.1\sqrt{38}\bigr]\simeq4.4\times10^{12}\ \mathrm{s^{-1}},
\end{equation}
or 2.9 meV after multiplication by $\hbar$. This is the full width of the level; its half width is half as large, and the half widths of the initial and final levels add. From 100 meV the sum is 1.6 meV for emission and 3.7 meV for absorption. A half width of 4 meV is therefore about two and a half times too large for emission, the more frequent process at this energy, and close to the sum for absorption. Averaged over the transitions of a thermal population at 300 K, the sum is 1.8 meV, about half of 4 meV. This average is a poor guide to the heating, because the long upward transfers end in short-lived levels: from 30 to 500 meV the sum is 4.7 meV. If each transition in $K_L$ is given the sum of its own two half widths, taken from the sharp rates, the equivalent temperature is 484 K for the parabolic band with its top at 1 eV, higher than with a constant 4 meV.

In the steady state the electrons' energy is constant, yet counting $w$ for each emission and $-w$ for each absorption shows a net flow to the lattice of $P=42$ meV/ps per electron. No source supplies it. Its size depends on the band: tops of 0.5 and 2 eV give 26.5 and 63.0 meV/ps, and the nonparabolic band described below, with its top at 1 eV, gives 66.2 meV/ps. A field would deliver the 42 meV/ps when $e\mu F^2=P$. With a rough low-field mobility $\mu=1400$ cm$^2$/Vs,
\begin{equation}
F=\sqrt{\frac{4.16\times10^{10}\ \mathrm{V/s}}{0.14\ \mathrm{m^2/Vs}}}
\simeq5.5\times10^{5}\ \mathrm{V/m}=5.5\ \mathrm{kV/cm}.
\end{equation}
At such a field the mobility of silicon is already below its low-field value, so the field really needed is larger, roughly 6 to 8 kV/cm, depending on how the drift velocity approaches saturation near $10^7$ cm/s. A calculation with $K_L$ and this phonon alone would thus report hot electrons in an unbiased sample. Even a constant half width of 1.6 meV gives an equivalent temperature of about 358 K for the parabolic band with its top at 1 eV.

One assumption that real silicon plainly breaks is the parabolic band up to 1 eV. A nonparabolic density of states with coefficient 0.5/eV raises the mean to 62.7 meV, against 40.0 meV in equilibrium, so the excess grows by about a quarter. A second intervalley phonon of 47 meV with relative strength 0.3, broadened in the same way, raises the excess by about a tenth. At $10^{16}$ cm$^{-3}$ the density is $4\times10^{-4}$ of the band's effective density of states, so degeneracy is negligible. Intravalley acoustic phonons, electron-electron collisions and impact ionization are left out and have not been sized. The top at 1 eV is a cutoff of the model, since the conduction states of silicon continue above it, and the heating grows with this cutoff. The 438 K is a property of the faulty kernel in this model, not of silicon. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
lattice temperature 300 K, kT = 25.852 meV
phonon energy 62 meV, occupation N = 0.1000
half width 4 meV, band top 1000 meV, grid 1 meV
mass 0.32 m_e, coupling 1.10e+09 eV/cm, density 2330 kg/m3
rate prefactor C = 5.411e+11 1/(s sqrt(meV))
box sum / energy integral of rate = 1.0001
sharp rate at 100 meV = 4.357e+12 1/s, hbar*rate = 2.87 meV
sharp rates, 2 meV grid: independent steady states = 31
transfer 31 meV: up/down ratio 0.2016, Boltzmann 3.015e-01, T = 225 K
transfer 62 meV: up/down ratio 0.0919, Boltzmann 9.088e-02, T = 301 K
transfer 124 meV: up/down ratio 0.2004, Boltzmann 8.258e-03, T = 895 K
transfer 310 meV: up/down ratio 0.5146, Boltzmann 6.198e-06, T = 5415 K
small-transfer temperature = 216.7 K
cycle ratio: Lorentzian 0.0422, thermal kernel 1.000000
mean energy: Lorentzian 56.64 meV, thermal kernel 38.76 meV, 1.5 kT 38.78 meV
equivalent temperature: Lorentzian 438.2 K, thermal kernel 299.8 K
thermal kernel: distance from Maxwellian 3.9e-16
Lorentzian: distance from Maxwellian 0.0817
mean-energy shift, grid 1 -> 0.5 meV = 0.0120 meV
local temperature 31-93 meV 328 K, 400-600 meV 2079 K
fraction above 500 meV: Lorentzian 7.235e-03, Maxwellian 2.027e-08
spurious lattice heating = 41.64 meV/ps per electron
equivalent field at 1400 cm2/Vs = 5.45 kV/cm
half width 1 meV: mean 43.65 meV, T = 337.7 K
half width 2 meV: mean 47.90 meV, T = 370.6 K
half width 4 meV: mean 56.64 meV, T = 438.2 K
half width 8 meV: mean 75.05 meV, T = 580.6 K
band top 500 meV (2 meV grid): mean 47.60 meV, T = 368.3 K
band top 1000 meV (2 meV grid): mean 56.61 meV, T = 437.9 K
band top 2000 meV (2 meV grid): mean 74.07 meV, T = 573.0 K
slope of mean with top, 3-5 eV, half width 2 meV: solved 0.00841, leading order 0.00821
band top 50 meV: mean Lorentzian 20.97 meV, Maxwellian 23.09 meV
width -> 0: distance from Maxwellian 0.0284, T = 305.8 K
width -> 0 with 5% thermal mixing: distance 1.96e-05
nonparabolic band (0.5/eV): mean 62.74 meV, Maxwellian 39.98 meV
second phonon 47 meV, strength 0.3: mean 58.40 meV
degeneracy n/N_c at 1e+16 cm-3 = 3.67e-04
\end{verbatim}
